\section*{How an assumed prefactor shifts the barrier inferred from hydrogen desorption}

\section*{Question}

A hydrogen-covered semiconductor surface is heated at a steady rate, and the hydrogen signal peaks at 800 K. Desorption is taken to be first order. Converting the peak temperature into an activation barrier requires a prefactor, which the peak temperature alone does not supply, so a value is assumed. If that value is wrong by a factor of ten, how large is the error in the barrier, and how does it scale with the peak temperature and with the barrier itself?

\section*{Answer}

\subsection*{What fixes the peak}

Let $\theta$ be the fractional hydrogen coverage, $E$ the barrier and $\nu$ the prefactor, both constant. The first-order law is
\begin{equation}
\frac{d\theta}{dt}=-k(T)\,\theta,\qquad k(T)=\nu\,e^{-E/k_BT}.
\end{equation}
The algebra is in atomic units with $k_B$ kept explicit; numbers are in eV, K and s. The temperature rises as $T=T_0+\beta t$, from a $T_0$ low enough that desorption is negligible there. Since $dT=\beta\,dt$,
\begin{equation}
\frac{d\theta}{dT}=-\frac{k}{\beta}\,\theta .
\end{equation}
If desorbed gas is pumped away quickly and does not return to the surface, the signal is proportional to $r=k\theta$. Its logarithm is $\ln r=\ln\nu-E/k_BT+\ln\theta$, so
\begin{equation}
\frac{d\ln r}{dT}=\frac{E}{k_BT^2}+\frac{1}{\theta}\frac{d\theta}{dT}
=\frac{E}{k_BT^2}-\frac{k}{\beta}.
\end{equation}
The first term falls with temperature and the second rises. The difference starts positive, because $k$ is exponentially small when cold, and ends negative. It therefore vanishes once, at the peak temperature $T_p$:
\begin{equation}
\frac{E}{k_BT_p^2}=\frac{\nu}{\beta}\,e^{-E/k_BT_p}.
\label{peak}
\end{equation}
The coverage has dropped out, so in this model the peak position does not depend on how much hydrogen was present at the start.

Define $x=E/k_BT_p$. Multiplying (\ref{peak}) by $T_pe^{x}$ gives
\begin{equation}
x\,e^{x}=\frac{\nu T_p}{\beta},
\qquad\text{or}\qquad
x+\ln x=\ln\frac{\nu T_p}{\beta}.
\label{log}
\end{equation}
The prefactor enters through its logarithm, and that is the origin of the weak dependence.

\subsection*{The effect of a wrong prefactor}

Hold $T_p$ and $\beta$ fixed, since both are measured, and differentiate (\ref{log}) with respect to $\ln\nu$:
\begin{equation}
\left(1+\frac1x\right)\frac{\partial x}{\partial\ln\nu}=1 .
\end{equation}
With $E=k_BT_p\,x$ this becomes
\begin{equation}
\frac{\partial E}{\partial\ln\nu}=k_BT_p\,\frac{x}{1+x}.
\label{slope}
\end{equation}
For a full factor of ten no linearization is needed. Let $E'$ be the barrier inferred with $10\nu$, and $x'=E'/k_BT_p$. Subtracting (\ref{log}) for $\nu$ from (\ref{log}) for $10\nu$ gives
\begin{equation}
x'-x+\ln\frac{x'}{x}=\ln10 .
\end{equation}
Because $T_p$ is the same in both, $x'/x=E'/E$, and
\begin{equation}
\Delta E=E'-E=k_BT_p\left[\ln10-\ln\frac{E'}{E}\right].
\label{finite}
\end{equation}

\subsection*{Numbers at 800 K}

Take $\beta=5$ K/s and $\nu=10^{15}$ s$^{-1}$. Then $\nu T_p/\beta=1.6\times10^{17}$, whose logarithm is 39.614. Equation (\ref{log}) can be solved by iterating $x=39.614-\ln x$. Starting from $x=36$, one step gives $x=36.03$, which no longer changes at this precision. With $k_BT_p=0.06894$ eV,
\begin{equation}
E=36.03\times0.06894\ \text{eV}=2.484\ \text{eV}.
\end{equation}
For $\nu=10^{16}$ s$^{-1}$ the same procedure gives $E'=2.638$ eV. Equation (\ref{finite}) then reads
\begin{equation}
\Delta E=0.06894\,(2.303-0.060)\ \text{eV}=0.155\ \text{eV},
\end{equation}
or 0.0057 hartree. A prefactor ten times too small lowers the barrier by 0.154 eV. Over the three decades from $10^{13}$ to $10^{16}$ s$^{-1}$ the inferred barrier runs from 2.18 to 2.64 eV, a span of 0.46 eV.

These barriers can be found without (\ref{peak}): integrate the rate equation numerically, locate the maximum of $k\theta$, and vary $E$ until it lies at 800 K. For all four prefactors, one per decade, the result agrees with (\ref{log}) to within $10^{-5}$ eV. Halving the temperature step of 0.2 K moves the peak by $2\times10^{-4}$ K.

\subsection*{How it scales}

For $x\gg1$ the factor $x/(1+x)$ approaches one, and each decade in $\nu$ costs $k_BT_p\ln10$, which is 0.159 eV at 800 K. The factor is 0.973 here, which accounts for the slightly smaller result. The absolute error is thus set mainly by the peak temperature. With the same $\nu$ and $\beta$ but a peak at 400 K, a decade costs 0.077 eV, half as much.

The relative error follows from dividing (\ref{slope}) by $E=k_BT_px$:
\begin{equation}
\frac{\Delta E}{E}\approx\frac{\ln10}{1+x}=\frac{2.303}{37.03}=6.2\,\%.
\end{equation}
It is small because $x$ is large, and $x$ is large because $\nu T_p/\beta$ is enormous: the time $1/\nu$ is tiny compared with the time $T_p/\beta$ in which the ramp climbs by $T_p$. In the opposite limit, $\nu T_p/\beta\ll1$, equation (\ref{log}) reduces to $x\approx\nu T_p/\beta$, and the inferred barrier would be proportional to the prefactor. The insensitivity belongs to the regime of large $x$.

\subsection*{A small error in the barrier can be a large error in the rate}

An energy of 0.155 eV is more than twice $k_BT_p$. If the barrier is raised by this amount while $\nu$ is left alone, the rate constant at 800 K falls by a factor $e^{\Delta E/k_BT_p}=9.4$. The two parameters must therefore be used as the pair in which they were inferred.

Used as a pair, they largely compensate. Equation (\ref{peak}) says that $k(T_p)=\beta E/(k_BT_p^2)$, so the new and old pairs give rate constants at the peak in the ratio $E'/E=1.06$. At any other temperature
\begin{equation}
\frac{k'(T)}{k(T)}=10\,e^{-\Delta E/k_BT}.
\end{equation}
This equals one at $T=\Delta E/(k_B\ln10)=779$ K and departs from one on either side. It is 0.77 at 700 K, 0.50 at 600 K and 1.66 at 1000 K. Extrapolation from the peak down to a growth temperature of 600 K thus carries a factor-of-two uncertainty for each decade of ignorance in $\nu$.

\subsection*{Errors in the measured quantities}

At fixed $\nu$ and $\beta$, differentiating (\ref{log}) with respect to $T_p$ gives $(1+1/x)\,dx/dT_p=1/T_p$. Hence
\begin{equation}
\frac{\partial E}{\partial T_p}=k_Bx+k_BT_p\frac{dx}{dT_p}
=k_B\left(x+\frac{x}{1+x}\right)=k_B\,\frac{x(x+2)}{x+1},
\end{equation}
which is 3.19 meV/K here. A thermometer reading 10 K too high raises the barrier by 0.032 eV. On this slope, the tenfold prefactor error is worth a temperature error of about 48 K. The heating rate enters (\ref{log}) as $1/\beta$, so a value of $\beta$ that is 10\,\% too high changes the barrier by $-0.06708\times\ln1.1$ eV $=-0.006$ eV.

\subsection*{Can the prefactor be measured instead?}

Rearranging (\ref{peak}) and taking the logarithm gives
\begin{equation}
\ln\frac{\beta}{T_p^2}=\ln\frac{\nu k_B}{E}-\frac{E}{k_BT_p}.
\end{equation}
Two heating rates $\beta_1,\beta_2$ with peaks at $T_1,T_2$ eliminate the term containing $\nu$:
\begin{equation}
E=k_B\,\frac{\ln\left[(\beta_1/T_1^2)/(\beta_2/T_2^2)\right]}{1/T_2-1/T_1}.
\end{equation}
For the reference pair ($\nu=10^{15}$ s$^{-1}$, $E=2.484$ eV), slowing the ramp from 5 to 0.5 K/s moves the simulated peak from 800 to 754.3 K, and this formula returns 2.484 eV. The pair with tenfold $\nu$, which also peaks at 800 K on the fast ramp, peaks at 756.7 K on the slow one. Only 2.4 K separates the two candidates. To fix $\nu$ within a decade from these two ramps, the difference between the peak temperatures must be known to better than that. The shape of a single peak carries the same information in principle, since its width scales as $k_BT_p^2/E$. The full width at half maximum is 52.4 K for the reference pair and 49.4 K for the pair with tenfold $\nu$. This again needs kelvin-level accuracy, and it relies on the first-order law holding across the whole peak. The weak dependence that protects the barrier also hides the prefactor.

\subsection*{When the kinetics are not simple}

The assumed rate law may also be wrong. Suppose desorption is second order, $r=k\theta^2$, with the same $\nu$ and $E$. Then $d\theta/dT=-k\theta^2/\beta$, and the peak condition becomes
\begin{equation}
\frac{E}{k_BT_p^2}=\frac{2k\theta_p}{\beta},
\label{second}
\end{equation}
where $\theta_p$ is the coverage at the peak. Integrating the rate law from initial coverage $\theta_0$ gives $1/\theta_p-1/\theta_0=\int k\,dT/\beta$. To leading order in $1/x$ the integral is $(k/\beta)\,k_BT_p^2/E$, which by (\ref{second}) equals $1/(2\theta_p)$. Hence $\theta_p\approx\theta_0/2$, and (\ref{second}) is the first-order condition with $\nu$ replaced by $\nu\theta_0$. At full coverage the mistake is harmless; at $\theta_0=0.1$ it acts as a tenfold prefactor error, now at a peak shifted to about 850 K, where a decade costs about 0.16 eV.

The table lists simulated spectra, each containing one added effect and a true $E$ of 2.484 eV, read by the first-order formula with $\nu=10^{15}$ s$^{-1}$ and $\beta=5$ K/s. The last column is the inferred barrier minus $E$; where the barrier depends on coverage, $E$ is its value at zero coverage.

\begin{center}
\begin{tabular}{lcc}
Added effect & Peak (K) & Error (eV)\\
Second order, $\theta_0=1$ & 798.9 & $-0.003$\\
Second order, $\theta_0=0.1$ & 850.2 & $+0.160$\\
Pairing, $\theta_0=1$ & 800.4 & $+0.001$\\
Pairing, $\theta_0=0.1$ & 808.0 & $+0.026$\\
Barrier $E-0.05\,\theta$ eV, $\theta_0=1$ & 787.9 & $-0.039$\\
$\nu\propto T$, $\theta_0=1$ & 800.6 & $+0.002$
\end{tabular}
\end{center}

In the pairing model, hydrogen sits on two-site surface dimers and leaves only from doubly occupied ones. The fractions of empty, singly and doubly occupied dimers stay in equilibrium, $n_2n_0/n_1^2=\tfrac14e^{\varepsilon/k_BT}$, with a pairing energy $\varepsilon=0.25$ eV; the factor $\tfrac14$ arises because a singly occupied dimer has two configurations. At low coverage many atoms lack a partner, so desorption is delayed and the barrier is overestimated.

A prefactor proportional to $T$, set equal to $10^{15}$ s$^{-1}$ at 800 K, hardly moves the peak, but it changes what an Arrhenius plot reports. With $\ln k=\ln T-E/k_BT+\text{const}$, the slope $-k_B\,d\ln k/d(1/T)$ is $E+k_BT$, which is 0.07 eV above $E$ at 800 K. Barriers from different analyses should be compared under one definition.

Slow pumping delays the signal by roughly the pump time constant, provided this is much shorter than the time the ramp takes to cross the peak. For 0.5 s the expected shift is about $5\times0.5=2.5$ K; the simulated one is 2.4 K, an error of $+0.008$ eV. A constant factor of two in the rate, whatever its source, is worth 0.047 eV. Tunnelling or readsorption would count in this way if its factor varied little across the peak.

\subsection*{Relation to a real surface}

The parameters are round values in the rough regime of hydrogen leaving the monohydride-covered silicon (100) surface, where the peak lies near 800 K and the barrier is roughly 2.5 eV; they are not a fit to data. The case matters for epitaxy from hydride gases because adsorbed hydrogen blocks growth sites until it desorbs. One assumption open to doubt on such a surface is that each atom desorbs independently of its neighbours. Pairing alone, with the rough pairing energy used here, moves the inferred barrier by about 0.03 eV at one-tenth coverage and negligibly at full coverage; the low-coverage figure depends strongly on that energy, being about 0.06 eV for $\varepsilon=0.15$ eV and 0.01 eV for $\varepsilon=0.35$ eV. A barrier that neighbours lower by 0.05 eV at full coverage moves the inferred value by about $-0.04$ eV there. For a nearly full monohydride layer and a well-calibrated thermometer, the assumed prefactor is then the largest of the errors sized here, at about 0.15 eV per decade. This ranking rests on the illustrative size and sign of the neighbour term. The error it causes is roughly proportional to it and reverses sign if neighbours raise the barrier, and a lowering of 0.2 eV at full coverage gives about $-0.16$ eV, as much as a decade in $\nu$. The numerical output below gives the individual values.

\section*{Computed values}
\begin{verbatim}
peak temperature Tp: 800 K
heating rate beta: 5.0 K/s
reference prefactor nu: 1e+15 1/s
kB: 8.617333e-05 eV/K
kB*Tp: 0.06894 eV
kB*Tp*ln10: 0.1587 eV
barrier for nu = 1e+13 1/s: 2.1755 eV
barrier for nu = 1e+14 1/s: 2.3295 eV
barrier for nu = 1e+15 1/s: 2.4838 eV
barrier for nu = 1e+16 1/s: 2.6384 eV
x = E/(kB*Tp) at reference: 36.030
factor x/(1+x): 0.9730
slope dE/dln(nu): 0.06708 eV
slope times ln10: 0.1545 eV
barrier change, nu times 10: 0.1546 eV
same in hartree: 0.00568 Ha
barrier change, nu over 10: -0.1543 eV
relative change, nu times 10: 6.22 %
barrier span, nu 1e13 to 1e16: 0.4629 eV
change for tenfold nu at Tp = 400 K: 0.0773 eV
peak shift on halving step 0.2 K: 2.0e-04 K
peak shift, coverage 1 to 0.1: 5.7e-13 K
rate ratio new/old pair at 600 K: 0.503
rate ratio new/old pair at 700 K: 0.771
rate ratio new/old pair at 800 K: 1.062
rate ratio new/old pair at 900 K: 1.363
rate ratio new/old pair at 1000 K: 1.663
temperature of equal rates: 779.0 K
rate factor, barrier alone changed, 800 K: 9.41
slope dE/dTp: 3.189 meV/K
barrier error for +10 K in Tp: 0.0319 eV
barrier error for +10 % in beta: -0.0064 eV
barrier change for nu times 2: 0.0465 eV
slow heating rate: 0.5 K/s
slow peak, reference pair: 754.26 K
slow peak, tenfold-nu pair: 756.68 K
difference of slow peaks: 2.42 K
barrier from two heating rates: 2.4838 eV
second order, coverage 1: 798.9 K, -0.0033 eV
second order, coverage 0.1: 850.2 K, +0.1602 eV
pairing energy: 0.25 eV
pairing, coverage 1: 800.4 K, +0.0013 eV
pairing, coverage 0.1: 808.0 K, +0.0256 eV
barrier lowering at full coverage: 0.05 eV
coverage-dependent barrier: 787.9 K, -0.0387 eV
prefactor linear in T: 800.6 K, +0.0018 eV
pump time constant: 0.5 s
pumping lag: +2.36 K, +0.0075 eV
\end{verbatim}
